# Orthonormalizing the redundant CASPT2 functions and solving the first-order equation, part 1

(Sections cited here and not found follow in the second part.)

For water with both O–H bonds stretched to 1.5 Å (angle 104.5°, 6-31G basis, CASSCF with four electrons in the four O–H σ and σ* orbitals, oxygen 1s frozen), the products $E_{pq}E_{rs}|0\rangle$ that generate the first-order wavefunction of CASPT2 number 1694. Their overlap matrix has rank 1330. The deficit of 364 is unevenly spread. For each virtual orbital $a$ the 64 functions $E_{at}E_{uv}|0\rangle$ span only 20 dimensions, for each pair $(a,i)$ exactly one of 32 functions is redundant, and five of the eight families of functions have no redundancy at all. The vanishing overlap eigenvalues are at most $4.2\times10^{-15}$ in size and the smallest of the others is $2.7\times10^{-4}$, so the deficit is exact and not a matter of tolerance. A scheme that orthonormalizes these functions has to remove exactly these redundancies.

## The equation to be solved

Orbitals are real and orthonormal: inactive $i,j$ (doubly occupied in the reference), active $t,u,v,\dots$, virtual $a,b$ (empty); $p,q,r,s$ are general. Energies are in hartree (Eh). The spin-summed operators $E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}$ obey
$$[E_{pq},E_{rs}]=\delta_{qr}E_{ps}-\delta_{ps}E_{rq}.$$
The reference $|0\rangle$ is a normalized singlet CASSCF state with $N$ active electrons, $\langle\cdot\rangle$ is its expectation value, and $D_{pq}=\langle E_{pq}\rangle$. The Hamiltonian is $H=\sum h_{pq}E_{pq}+\tfrac12\sum(pq|rs)\,e_{pq,rs}$ with $e_{pq,rs}=\sum_{\sigma\tau}a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma}=E_{pq}E_{rs}-\delta_{qr}E_{ps}$, and $\Gamma_{pq,rs}=\langle e_{pq,rs}\rangle$. The Fock operator is
$$F=\sum_{pq}f_{pq}E_{pq},\qquad f_{pq}=h_{pq}+\sum_{rs}D_{rs}\left[(pq|rs)-\tfrac12(pr|qs)\right].$$

The state $|0\rangle$ is not an eigenstate of $F$, so CASPT2 (here without level shifts) cuts $F$ into blocks,
$$H_0=P_0FP_0+P_KFP_K+P_{SD}FP_{SD}+P_XFP_X .$$
$P_0$ projects on $|0\rangle$, $P_K$ on the rest of the CAS space, $P_{SD}$ on $V_{SD}=(1-P_0-P_K)\,\mathrm{span}\{E_{pq}E_{rs}|0\rangle\}$, and $P_X$ on everything else. Then $H_0|0\rangle=E_0|0\rangle$ with $E_0=\langle F\rangle$, and the first-order equation is $(H_0-E_0)|\Psi_1\rangle=-(H-E_{\rm CAS})|0\rangle$ with $E_{\rm CAS}=\langle H\rangle$. The right side has no component on $|0\rangle$ by the definition of $E_{\rm CAS}$, none on $K$ because $|0\rangle$ is an eigenvector of $H$ within the CAS space, and none on $X$ because $H|0\rangle$ is a combination of $E_{pq}E_{rs}|0\rangle$ and $E_{pq}|0\rangle=N^{-1}\sum_uE_{pq}E_{uu}|0\rangle$. Since $H_0$ does not mix the blocks, $\Psi_1$ can be taken in $V_{SD}$. For any set $\{\Phi_\mu\}$ spanning $V_{SD}$, with $\Psi_1=\sum c_\mu\Phi_\mu$,
$$Mc=-V,\qquad M_{\mu\nu}=\langle\Phi_\mu|F-E_0|\Phi_\nu\rangle,\qquad V_\mu=\langle\Phi_\mu|H|0\rangle,\qquad E_2=V\cdot c .$$
A frozen core orbital is excluded from the labels; it adds the same constant to $F$ and to $E_0$.

## The generating functions

A spanning set follows from sorting the operators by their action on $|0\rangle$. If $s$ is virtual, $E_{rs}|0\rangle=0$. If $r=j$ is inactive, $a^\dagger_{j\sigma}a_{s\sigma}=\delta_{js}-a_{s\sigma}a^\dagger_{j\sigma}$ and $a^\dagger_{j\sigma}|0\rangle=0$ give $E_{js}|0\rangle=2\delta_{js}|0\rangle$. Four types remain: $E_{ti}$, $E_{ai}$, $E_{at}$, $E_{tu}$. In $E_{pq}E_{rs}|0\rangle$ an operator that is not of these types either stands on the right already or is moved there with the commutator; in both cases only one-body operators acting on $|0\rangle$ are left. Two operators of the four types may be written in either order at the same price. Four types form ten unordered pairs. The pair $E_{tu}E_{vw}$ stays in the CAS space, and the other nine fall into eight classes, labelled by the number $h$ of inactive holes and $p$ of virtual particles:

| class | $(h,p)$ | functions acting on $\lvert0\rangle$ |
|---|---|---|
| A | (1,0) | $E_{ti}E_{uv}$ |
| B | (2,0) | $E_{ti}E_{uj}$ |
| C | (0,1) | $E_{at}E_{uv}$ |
| D | (1,1) | $E_{ai}E_{tu}$ and $E_{ti}E_{au}$ |
| E | (2,1) | $E_{ti}E_{aj}$ |
| F | (0,2) | $E_{at}E_{bu}$ |
| G | (1,2) | $E_{ai}E_{bt}$ |
| H | (2,2) | $E_{ai}E_{bj}$ |

The leftover one-body terms are zero, lie in the CAS space, or are one of $E_{ti}|0\rangle$, $E_{at}|0\rangle$, $E_{ai}|0\rangle$, which $\sum_uE_{uu}|0\rangle=N|0\rangle$ places in A, C and D. Every class function has a hole or a particle and is therefore orthogonal to the CAS space. The eight classes thus span $V_{SD}$. As a test, random products $E_{pq}E_{rs}|0\rangle$ with their CAS part removed were projected on the final basis; 119 of them had a nonzero part outside the CAS space, and each was recovered in squared norm to $10^{-6}$.

## What goes wrong with the direct solution

The naive scheme forms $M$ and $V$ over all these functions and calls a linear solver. It has three defects.

First, $M$ is singular. Let $S_{\mu\nu}=\langle\Phi_\mu|\Phi_\nu\rangle$ and $Su=0$. Then $\|\sum u_\mu\Phi_\mu\|^2=u^TSu=0$, so the combination is the zero vector, and any matrix element with it vanishes: $Mu=0$ and $V\cdot u=0$. The system is consistent and $E_2$ is unaffected by adding $u$ to $c$, but elimination meets 364 pivots that are rounding noise. The coefficients then contain arbitrary amounts of the null vectors, although $E_2$ itself is insensitive to them.

Second, the matrix is large. With $n$ active, $n_i$ inactive and $n_v$ virtual orbitals, class C has $n_vn^3$ functions and class H of order $n_i^2n_v^2$; a dense factorization costs the cube of the total.

Third, nothing plays the role of an energy denominator. In a nonorthogonal and redundant set the diagonal element $M_{\mu\mu}$ depends on the arbitrary norm of $\Phi_\mu$, and the elements between strongly overlapping functions can be nearly as large as the diagonal ones. No closed sum is therefore at hand, and the diagonal of $M$, though usable as a preconditioner, is a poor one.

Selecting an independent subset, for instance by pivoted Cholesky decomposition of $S$, cures the first defect only; it serves below as an independent check. Curing all three requires the structure of $S$ and $M$.

## The overlap factorizes

Write each function as $\Phi=\sum_\kappa X_\kappa O_\kappa|0\rangle$, where $X_\kappa$ is built from the external operators $a^\dagger_{a\sigma}$, $a_{i\sigma}$, $O_\kappa$ contains only active operators, and $\kappa$ collects spin indices. The state $O_\kappa|0\rangle$ has full inactive and empty virtual shells. Between two such states, the product of an external string with the adjoint of another is $\pm1$ if both strings contain the same spin-orbital operators, the sign being the parity of the permutation that relates their orders, and zero otherwise. Hence the overlap vanishes between different classes and between different sets of external orbitals, and otherwise it is a number times an active-space matrix.

Class C: $E_{at}E_{uv}|0\rangle=\sum_\sigma a^\dagger_{a\sigma}\,(a_{t\sigma}E_{uv}|0\rangle)$, so, using $E_{uv}^\dagger=E_{vu}$,
$$S^C_{tuv,xyz}=\sum_\sigma\langle E_{vu}a^\dagger_{t\sigma}a_{x\sigma}E_{yz}\rangle=\langle E_{vu}E_{tx}E_{yz}\rangle .$$
Class A: $E_{ti}E_{uv}=-\sum_\sigma a_{i\sigma}a^\dagger_{t\sigma}E_{uv}$. The sign occurs in bra and ket and cancels, and $\sum_\sigma a_{t\sigma}a^\dagger_{x\sigma}=2\delta_{tx}-E_{xt}$ gives $S^A_{tuv,xyz}=\langle E_{vu}(2\delta_{tx}-E_{xt})E_{yz}\rangle$.

Class D: the external strings are $a^\dagger_{a\tau}a_{i\sigma}$. For $E_{ai}E_{tu}$ the active component is $\delta_{\tau\sigma}E_{tu}$. In $E_{ti}E_{au}=\sum a^\dagger_{t\sigma}a_{i\sigma}a^\dagger_{a\tau}a_{u\tau}$ the pair $a_{i\sigma}a^\dagger_{a\tau}$ moves to the front without a sign and equals $-a^\dagger_{a\tau}a_{i\sigma}$, so the component is $-a^\dagger_{t\sigma}a_{u\tau}$. The three blocks of $S^D$ for index pairs $(tu),(xy)$ are then $2\langle E_{ut}E_{xy}\rangle$ (two values of $\sigma=\tau$), $-\langle E_{ut}E_{xy}\rangle$, and $\sum\langle a^\dagger_{u\tau}a_{t\sigma}a^\dagger_{x\sigma}a_{y\tau}\rangle=2\delta_{tx}D_{uy}-\Gamma_{uy,xt}$.

Class G: $E_{ai}E_{bt}=\sum_\tau\chi^{ab}_\tau a_{t\tau}$ with $\chi^{ab}_\tau=\sum_\sigma a^\dagger_{a\sigma}a_{i\sigma}a^\dagger_{b\tau}$. For $a\ne b$ two functions share the labels $\{a,b;i\}$. The overlap of $\chi^{ab}_\tau$ with $\chi^{ab}_{\tau'}$ is $2\delta_{\tau\tau'}$ (two strings). A string of $\chi^{ba}_{\tau'}$, namely $a^\dagger_{b\sigma'}a_{i\sigma'}a^\dagger_{a\tau'}$, matches only if $\sigma'=\tau$, $\sigma'=\sigma$ and $\tau'=\sigma$; it then differs by one transposition, so the cross overlap is $-\delta_{\tau\tau'}$. The combinations $\chi^{ab}\pm\chi^{ba}$ have mutual overlap $2-2+1-1=0$ and norms $2+2\pm2(-1)=2$ and $6$. For $a=b$ the single product is used; the term $\sigma=\tau$ vanishes, one string remains and the factor is 1. The active factor is $S^G_{tx}=\sum_\tau\langle a^\dagger_{t\tau}a_{x\tau}\rangle=D_{tx}$.

Class E is the mirror image. The operators commute, $E_{ti}E_{aj}=E_{aj}E_{ti}=-\sum_{\sigma\tau}a^\dagger_{a\sigma}a_{j\sigma}a_{i\tau}\,a^\dagger_{t\tau}$, the same counting with $i\leftrightarrow j$ gives the factors 2, 6 and 1, and $S^E_{tx}=2\delta_{tx}-D_{xt}$.

Class F: two transpositions give $E_{at}E_{bu}=\sum a^\dagger_{a\sigma}a^\dagger_{b\tau}P^{\sigma\tau}_{tu}$ with $P^{\sigma\tau}_{tu}=a_{u\tau}a_{t\sigma}$. For $a\neq b$ the four strings are orthonormal and $\langle\Phi_{tu}|\Phi_{xy}\rangle=\Gamma_{tx,uy}$. Exchanging $a$ and $b$ gives $E_{bt}E_{au}=E_{au}E_{bt}=\Phi_{ut}$. Relabelling spins and transposing both operator pairs shows $\Gamma_{tx,uy}=\Gamma_{uy,tx}$, so for signs $\eta,\eta'=\pm1$
$$\langle\Phi_{tu}+\eta\Phi_{ut}|\Phi_{xy}+\eta'\Phi_{yx}\rangle=(1+\eta\eta')\Gamma_{tx,uy}+(\eta+\eta')\Gamma_{ty,ux},$$
which is zero for opposite signs and $2S^{F\pm}$ for equal signs, with $S^{F\pm}=\Gamma_{tx,uy}\pm\Gamma_{ty,ux}$, $t\ge u$ for $+$ and $t>u$ for $-$. For $a=b$ only $\sigma\ne\tau$ survives and $E_{at}E_{au}=a^\dagger_{a\alpha}a^\dagger_{a\beta}K_{tu}$ with $K_{tu}=a_{u\beta}a_{t\alpha}-a_{u\alpha}a_{t\beta}$. The sum $P_{tu}+P_{ut}$ is $0$, $K_{tu}$, $-K_{tu}$ for $\sigma=\tau$, $\alpha\beta$, $\beta\alpha$, so $2S^{F+}=2\langle K^\dagger K\rangle$ and the factor for $a=b$ is 1. Class B repeats this with $E_{ti}E_{uj}=-\sum a_{i\sigma}a_{j\tau}\,a^\dagger_{t\sigma}a^\dagger_{u\tau}$ and the hole density $\sum\langle a_{u\tau}a_{t\sigma}a^\dagger_{x\sigma}a^\dagger_{y\tau}\rangle$ in place of $\Gamma_{tx,uy}$.

Class H has $O=1$ and $S^H=1$. For $i<j$, $a<b$ the product $E_{ai}E_{bj}$ has four strings; it shares with $E_{bi}E_{aj}$ the two strings in which all spins are equal, each with one transposition, so the cross overlap is $-2$ and the $\pm$ norms are $8\mp4=4$ and $12$. If $i=j$ or $a=b$, but not both, the spins must be opposite and two distinct strings remain: norm 2. If both hold, the two strings coincide, the amplitude is 2 and the norm 4.

The result is
$$S=c\,S^{\rm cl}\ \text{ within a block (class, sign, labels)},\qquad S=0\ \text{ between blocks},$$
with the numbers $c$ just found. In the example ($n_i=2$, $n=4$, $n_v=6$) the count of functions is $2\cdot64$ (A), $3\cdot10+6$ (B), $6\cdot64$ (C), $12\cdot32$ (D), $24\cdot4$ (E), $21\cdot10+15\cdot6$ (F), $72\cdot4$ (G) and 78 (H), which sum to 1694, while the largest matrix that matters is $64\times64$. All 1694 functions were built as explicit determinant vectors, and their overlap agrees block by block to $10^{-10}$ with $c\,S^{\rm cl}$ computed from the components $O_\kappa|0\rangle$ in the active Fock space; the closed forms for C, E, F and G were tested as well.

## Where the null vectors come from

In class C the state $a_{t\beta}E_{uv}|0\rangle$ has $N-1$ electrons and $M_S=+\tfrac12$. The $E_{uv}$ commute with spin, $|0\rangle$ is a singlet, and $[S_+,a_{t\beta}]=[a^\dagger_{t\alpha}a_{t\beta},a_{t\beta}]=0$, so $S_+$ annihilates the state and it is a doublet. The other component follows from $[S_-,a_{t\beta}]=-a_{t\alpha}$, so a combination that vanishes in one component vanishes in both. The rank of $S^C$ therefore cannot exceed the number of doublet states of $N-1$ electrons in $n$ orbitals. For three electrons in four orbitals there are $4\cdot3=12$ configurations with one doubly and one singly occupied orbital, and 4 with three open shells, each carrying two doublets (three determinants with $M_S=\tfrac12$, less one quartet): $12+8=20$. Five electrons (class A) give the same 20 by exchanging particles and holes. For F the operator $K_{tu}$ is a spin singlet and the minus combination a triplet, so the bounds are $4+6=10$ singlets and 6 triplets of two electrons, and likewise of six electrons for B. These are upper bounds; the computed ranks, 20, 20, 10, 6, 10, 6, happen to reach them all. With more active electrons and orbitals $n^3$ can fall below the number of doublets (for three electrons that number is $n(n^2-1)/3$, always below $n^3$), and the bound then says nothing. Some redundancy remains even so. For a singlet, $\sum_ta^\dagger_{t\sigma}a_{t\tau}|0\rangle=\tfrac N2\delta_{\sigma\tau}|0\rangle$, and moving this pair of operators next to $|0\rangle$ gives
$$\sum_tE_{at}E_{tv}|0\rangle=\left(n+2-\tfrac N2\right)E_{av}|0\rangle,\qquad \sum_tE_{ti}E_{vt}|0\rangle=-\tfrac N2E_{vi}|0\rangle .$$
Since $E_{av}|0\rangle=N^{-1}\sum_uE_{av}E_{uu}|0\rangle$, and likewise for $E_{vi}|0\rangle$, each value of $v$ yields one linear dependence. For $n\ge2$ these dependences are independent of each other, so classes C and A have at least $n$ redundant functions per label for any singlet reference.

Class D, too, has a dependence that holds for any singlet reference. Summing the second type over $t=u$ gives the component $-\sum_ta^\dagger_{t\sigma}a_{t\tau}|0\rangle$, which is $-S_\pm|0\rangle=0$ for $\sigma\ne\tau$ and $-\tfrac N2|0\rangle$ for $\sigma=\tau$; the first type gives $\delta_{\tau\sigma}N|0\rangle$. Hence
$$\sum_t\left(E_{ai}E_{tt}+2E_{ti}E_{at}\right)|0\rangle=0,$$
which was tested on the determinant vectors. The computed rank 31 shows that it is the only dependence of D here. The deficit of the opening is then $2\cdot44+6\cdot44+12\cdot1=364$.

For E and G the overlap eigenvalues are $2-n_t$ and $n_t$, with $n_t$ the natural occupations 1.84885, 1.83746, 0.16688, 0.14681. The smallest are $2-1.84885=0.151$ and $0.147$, as computed. They would vanish for an active orbital that is exactly doubly occupied or exactly empty.

## The diagonal blocks of $F-E_0$

Rotations among the inactive orbitals, or among the virtual ones, leave $|0\rangle$ unchanged, so these blocks of $f$ may be diagonalized freely, with eigenvalues $\varepsilon_i$, $\varepsilon_a$ (semicanonical orbitals). No condition is put on the active block. Then
$$F=\sum_i\varepsilon_iE_{ii}+\sum_a\varepsilon_aE_{aa}+F_{\rm act}+F_N,\qquad F_{\rm act}=\sum_{tu}f_{tu}E_{tu},$$
where $F_N$ holds the elements $f_{it}$, $f_{ta}$, $f_{ia}$. Every term of $F_N$ changes $h$ or $p$, so it has no expectation value in $|0\rangle$ and no elements within a class. Thus $E_0=2\sum_i\varepsilon_i+\langle F_{\rm act}\rangle$; in the example $2(-1.21499-0.52166)-1.72813=-5.20143$ Eh. A class function has definite external occupations, so the two number-operator sums give $2\sum_i\varepsilon_i+\Delta\varepsilon$, with $\Delta\varepsilon$ the sum of $\varepsilon_a$ over particles minus the sum of $\varepsilon_i$ over holes. $F_{\rm act}$ is even in active operators and commutes with $X_\kappa$, so it is inserted between $O^\dagger_\kappa$ and $O_\kappa$ with the same external factor $c$:
$$M=c\left(B^{\rm cl}+\Delta\varepsilon\,S^{\rm cl}\right),\qquad B^{\rm cl}=\text{as }S^{\rm cl}\text{, with }F_{\rm act}-\langle F_{\rm act}\rangle\text{ between }O^\dagger\text{ and }O .$$
The $\pm$ blocks stay decoupled: for E, G, H through the external factor, for B and F because the exchange symmetry used for $\Gamma$ holds equally with $F_{\rm act}$ inserted in the middle. This block form was tested to $10^{-10}$.

$B^{\rm cl}$ reduces to densities by commuting $F_{\rm act}$ toward the reference. With $[AB,C]=A\{B,C\}-\{A,C\}B$ one has $[E_{pq},a_{x\sigma}]=-\delta_{px}a_{q\sigma}$, so $F_{\rm act}a_{x\sigma}=a_{x\sigma}F_{\rm act}-\sum_wf_{xw}a_{w\sigma}$ and
$$B^C_{tuv,xyz}=\langle E_{vu}E_{tx}F_{\rm act}E_{yz}\rangle-\sum_wf_{xw}S^C_{tuv,wyz}-\langle F_{\rm act}\rangle S^C_{tuv,xyz},$$
an identity that was tested to $10^{-11}$. The first term is a four-body density contracted once with $f$; this, and the $n^9$ cost of diagonalizing an $n^3\times n^3$ matrix, limit the size of the active space.

The semicanonical condition is needed. If $f_{ab}\ne0$ for $a\neq b$, then $E_{ab}a^\dagger_{b\sigma}=a^\dagger_{a\sigma}$ on a state with empty virtual shells, and the C blocks with labels $a$ and $b$ are joined by $f_{ab}S^C$ (tested). The labels would no longer decouple.

The overlap and the class-diagonal blocks of $F-E_0$ have been reduced to small active-space matrices, and the 364 redundancies have been traced to classes A, C and D. It remains to remove the null vectors, diagonalize the blocks, and solve the equations with the couplings between classes.
